# Localized vibration of a zirconium atom in a hafnium chain

## Question

I am working on lattice vibrations for hafnia-based memory capacitors, and I am stuck on a warm-up exercise. An infinite chain of hafnium atoms (mass 178.5 u) has identical nearest-neighbour springs. One atom is replaced by zirconium (mass 91.2 u). I have to show that this creates a localized mode at about 1.15 times the maximum frequency of the host.

For the perfect chain I can use plane waves, but the impurity destroys the translation symmetry and I don't know what to try instead. My guess was that frequency goes as one over the square root of mass, which gives $\sqrt{178.5/91.2}\approx1.40$, clearly too large. What is wrong with the guess? How do I know that there is one such mode and not several? And would the number mean anything for real hafnium zirconium oxide?

## Answer

Plane waves fail at one site only. Everywhere else the equation of motion is still that of the perfect chain, so you can solve it on each side of the impurity, keep the solution that dies away, and let the impurity's own equation fix the frequency.

### Assumptions and the host band

Let $M$ be the host mass, $M'$ the impurity mass, $K$ the spring constant and $a$ the spacing. Atom $n$ is displaced by $u_n$ along the chain, and the impurity sits at $n=0$. The springs are harmonic, and the substitution changes no spring. Newton's law for a host atom is

$$M\ddot u_n=K(u_{n+1}-u_n)+K(u_{n-1}-u_n).$$

For motion at angular frequency $\omega$, $\ddot u_n=-\omega^2u_n$, so

$$M\omega^2u_n=K(2u_n-u_{n+1}-u_{n-1}). \tag{1}$$

In the perfect chain, $u_n\propto e^{iqna}$ gives

$$M\omega^2=K(2-2\cos qa)=4K\sin^2\frac{qa}{2}.$$

The host frequencies therefore run from zero to

$$\omega_{\max}=2\sqrt{K/M},$$

reached at $qa=\pi$, where neighbours move oppositely with equal amplitude.

### Which solutions can be localized?

A localized mode must have a finite $\sum_n u_n^2$. Try $u_n\propto s^n$ in (1) and divide by $s^n$:

$$s+\frac1s=2-\frac{M\omega^2}{K}. \tag{2}$$

The two roots have product 1. Since $\omega^2$ is real and the elastic energy cannot be negative, $\omega^2\ge0$, and there are three cases.

- **Inside the band**, $0<M\omega^2<4K$, the right side of (2) lies between $-2$ and $2$. Both roots are complex with $|s|=1$, so nothing decays.
- **At a band edge** the roots coincide, at $s=1$ or $s=-1$. The general solution is $(A+Bn)s^n$, which does not decay either.
- **Above the band**, $M\omega^2>4K$, the right side is below $-2$. Both roots are negative, and one has magnitude below 1.

So a localized mode must lie above the band. Write the decaying root as $s=-t$ with $0<t<1$. Equation (2) becomes

$$M\omega^2=K\left(2+t+\frac1t\right)=K\frac{(1+t)^2}{t}. \tag{3}$$

The host equation holds at every site $n\ge1$, and its decaying solution, continued to $n=0$, must match $u_0$. The same is true on the left. Hence

$$u_n=u_0(-t)^{|n|}. \tag{4}$$

If $u_0=0$, both sides vanish, so there is no localized mode in which the impurity stands still. That removes all odd candidates.

### The impurity fixes the frequency

At $n=0$ the mass is $M'$, and (4) gives $u_1=u_{-1}=-tu_0$. Therefore

$$M'\omega^2u_0=K(2u_0-u_1-u_{-1})=2K(1+t)u_0,$$

$$M'\omega^2=2K(1+t). \tag{5}$$

Divide (5) by (3):

$$\frac{M'}{M}=\frac{2K(1+t)\,t}{K(1+t)^2}=\frac{2t}{1+t}.$$

Multiplying out gives $M'+M't=2Mt$, and so

$$t=\frac{M'}{2M-M'}. \tag{6}$$

This is a single value, so there is at most one localized mode. It meets $0<t<1$ precisely when $M'<2M-M'$, that is, when $M'<M$. A lighter atom binds one mode; a heavier one binds none.

For the frequency, use

$$1+t=\frac{2M-M'+M'}{2M-M'}=\frac{2M}{2M-M'}$$

in (5):

$$\omega_L^2=\frac{4KM}{M'(2M-M')}.$$

Dividing by $\omega_{\max}^2=4K/M$ and taking the root,

$$\boxed{\frac{\omega_L}{\omega_{\max}}=\frac{M}{\sqrt{M'(2M-M')}}=\frac{1}{\sqrt{1-\varepsilon^2}}},\qquad \varepsilon=1-\frac{M'}{M}. \tag{7}$$

The second form follows from $M'=M(1-\varepsilon)$ and $2M-M'=M(1+\varepsilon)$. The spring constant has cancelled.

For your masses,

$$\frac{\omega_L}{\omega_{\max}}=\frac{178.5}{\sqrt{91.2\times265.8}}=1.146,$$

which is the required 1.15 to the accuracy stated. As a test, direct diagonalization of a ring of 400 atoms with one zirconium gives 1.14647, equal to the formula to all printed digits.

### What was wrong with the guess

Your guess changes the mass but keeps the restoring force of the band-top mode. There, each neighbour moves by $-u_0$, each bond at the central atom is stretched or compressed by $2u_0$, and the effective stiffness is $4K$. In the localized mode the neighbours move by only $-tu_0$, so (5) has stiffness $2K(1+t)$. Thus

$$\frac{\omega_L^2}{\omega_{\max}^2}=\frac{M}{M'}\,\frac{1+t}{2}.$$

The first factor is your guess, squared. The second is below 1 because the heavy neighbours follow the fast motion less fully. With $t=0.343$ it brings 1.40 down to 1.146.

### Two limits

For a very light impurity, $M'\to0$, equation (6) gives $t\to0$ and (5) gives $\omega_L^2\to2K/M'$. The atom rattles between two neighbours that hardly move.

For a nearly equal mass, $\varepsilon\ll1$, the leading terms are

$$\frac{\omega_L}{\omega_{\max}}\approx1+\frac{\varepsilon^2}{2},\qquad t=\frac{1-\varepsilon}{1+\varepsilon}\approx1-2\varepsilon.$$

The amplitude falls by a factor $e$ over a distance $a/\ln(1/t)\approx a/(2\varepsilon)$. The mode thus spreads without limit as it merges with the band edge.

### Numbers for the example

The ratio needs no spring constant, but a spectrum does. I choose $K=100$ N/m, which puts the host maximum in roughly the region of heavy-cation vibrations in hafnia:

$$\omega_{\max}=2\sqrt{\frac{100\ \mathrm{N/m}}{178.5\ \mathrm{u}}}=3.674\times10^{13}\ \mathrm{rad/s}.$$

Dividing by $2\pi c$ gives $195.0\ \mathrm{cm^{-1}}$. The local mode is at $1.1465\times195.0=223.6\ \mathrm{cm^{-1}}$, or 6.70 THz.

The displacements of the first three neighbours, relative to zirconium, are $-0.343$, $0.118$ and $-0.040$. With a rough cation spacing of 0.36 nm, the decay length is $0.36/\ln(1/0.3431)=0.34$ nm, about one spacing.

The energy is equally concentrated. The kinetic energy is proportional to $\sum_n m_nu_n^2$. Using $M'=2Mt/(1+t)$ and the geometric series,

$$\frac{1}{u_0^2}\sum_n m_nu_n^2=M'+\frac{2Mt^2}{1-t^2}
=M'\left(1+\frac{t}{1-t}\right)=\frac{M'}{1-t}.$$

Zirconium's share is therefore $1-t=65.7\%$. For the elastic energy, the bond between $n$ and $n+1$ on the right has squared stretch $(1+t)^2t^{2n}u_0^2$. Both sides together sum to $2(1+t)^2u_0^2/(1-t^2)$, of which the two bonds at zirconium contribute $2(1+t)^2u_0^2$. Their share is $1-t^2=88.2\%$.

### If the bonds change too

That last share tells you how much the equal-spring assumption matters. For any displacement pattern, form the quotient

$$\omega^2=\frac{\sum_b K_b\delta_b^2}{\sum_n m_nu_n^2},$$

where $\delta_b$ is the stretch of bond $b$. A normal mode makes this quotient stationary, so to first order a change of springs acts through $K_b$ alone, with the pattern held fixed. If both zirconium bonds change from $K$ to $K'$, the relative change of $\omega^2$ is their energy share times the relative change of $K'$. Since $d\ln\omega=\tfrac12d\ln\omega^2$,

$$\left.\frac{d\ln\omega_L}{d\ln K'}\right|_{K'=K}=\frac{1-t^2}{2}=0.441.$$

A 10% change should shift the mode by about 4.4%. Diagonalization with the two springs stiffened or softened by 10%, all else held fixed, gives ratios of 1.1965 and 1.0956.

### Two zirconium atoms side by side

Put zirconium at sites 0 and 1. Reflection symmetry allows $u_0=\sigma u_1$ with $\sigma=\pm1$, and outside the pair the decay is as before, so $u_2=-tu_1$. The equation at site 1 is

$$M'\omega^2=K(2+t-\sigma).$$

Let $r=M'/M=0.511$, and use (3) for $\omega^2$.

For in-phase motion, $\sigma=1$, this becomes $r(1+t)^2/t=1+t$, hence $t=r/(1-r)$. Localization needs $t<1$, or $r<1/2$. With the average masses used here, zirconium in hafnium narrowly misses this condition, so the in-phase mode is not bound. The margin is smaller than the isotope spread: a $^{90}$Zr pair in a $^{180}$Hf chain has $r=0.4996$ and binds such a mode, but only about $3\times10^{-7}$ above the band top in relative frequency.

For opposite motion, $\sigma=-1$, we have $r(1+t)^2=t(3+t)$, or

$$(1-r)t^2+(3-2r)t-r=0.$$

The left side is $-r<0$ at $t=0$ and $4(1-r)>0$ at $t=1$. The product of the roots is negative, so there is one positive root, and it lies between 0 and 1. Taking the root of (3) gives $\omega/\omega_{\max}=(1+t)/(2\sqrt t)=1.260$. A neighbouring pair thus has one local mode, well above that of a single zirconium.

### Does one dimension matter?

The lattice matters a great deal, through its geometry and its type of spring as well as its dimension. Consider a simple cubic lattice with equal nearest-neighbour springs and one displacement coordinate per atom. Let $\Phi$ be its spring matrix. Moving the missing mass to the right side of the equation of motion gives

$$M\omega^2u_n-(\Phi u)_n=\varepsilon M\omega^2u_0\,\delta_{n0}.$$

Expand in plane waves, for which $\Phi$ has eigenvalues $M\omega_q^2$, and evaluate at $n=0$. With $z=\omega^2/\omega_{\max}^2$ and $x_q=\omega_q^2/\omega_{\max}^2$, a mode with $u_0\ne0$ requires

$$\varepsilon z\left\langle\frac1{z-x_q}\right\rangle_q=1, \tag{8}$$

where the brackets average over the Brillouin zone. In the chain $x_q=(1-\cos qa)/2$, and the average is $1/\sqrt{z(z-1)}$. Squaring (8) gives $\varepsilon^2z=z-1$, which is (7) again.

The chain average diverges as $z\to1$, so any positive $\varepsilon$ yields a solution. In this simple cubic lattice, $1-x_q$ grows as the square of the distance $k$ from the band-top point, while the volume element supplies $k^2\,dk$. The average stays finite, at 3.03, and a minimum mass defect of $1/3.03=0.33$ is needed. Here $\varepsilon=0.489$ is enough, but the solution of (8) gives a ratio of only 1.066. Diagonalizing a periodic cube of 1000 atoms gives the same value.

This lowering is not a rule of three dimensions. The cations of fluorite-type hafnia form a face-centred cubic lattice, distorted in the real phases. With one coordinate per atom, $x_q=(3-c_1c_2-c_2c_3-c_3c_1)/4$, where $c_i=\cos(q_ia_c/2)$ and $a_c$ is the cube edge. This equals 1 along whole lines, for instance $c_1=1$, $c_2=-1$ and any $c_3$. The average then diverges at the band top, no minimum defect is needed, and (8) gives 1.249, above the chain value. With three coordinates per atom and springs acting only along the bonds, the face-centred lattice gives 1.095, while the simple cubic lattice separates into independent chains and returns 1.146.

### Beside real hafnium zirconium oxide

The calculation describes one zirconium in a chain of cations, whereas ferroelectric capacitor films often contain roughly equal amounts of hafnium and zirconium. With random occupation of the chain, a zirconium has no zirconium neighbour with probability $(1-0.50)^2=25\%$, against 98% at 1% zirconium. Having no zirconium neighbour is not yet isolation: two zirconium atoms with one hafnium between them give modes at 1.090 and 1.183. The isolated-atom result therefore suits dilute substitution, not the equal mixture.

Oxygen is missing as well. Placing a 16 u atom between each pair of cations, with both new springs set to $2K$, preserves the static coupling because two springs $2K$ in series make $K$. It also preserves the top of the acoustic band, where oxygen is at rest and $M\omega^2=2(2K)$. The zirconium mode then has a ratio of 1.130 to that top, about 1.4% below the simple chain. In this chain, which has one oxygen per cation where hafnia has two, the mode lies in a gap below the optical band, so it is no longer above every host frequency; whether the real crystal has a gap there is not shown by this model. It is also no longer the only localized mode: a second one appears at 1.014 times the top of the optical band, centred on the oxygens next to zirconium, with zirconium holding only 8% of its kinetic energy. If a real crystal has host modes at the same frequency that couple to it, the vibration becomes a resonance that leaks into the lattice.

The part of the thermal shift that comes from expansion is small. With a rough Grüneisen parameter of 1.5 and a rough volume expansion of $2\times10^{-5}\ \mathrm{K^{-1}}$, going from 300 to 400 K shifts frequencies by $-1.5\times(2\times10^{-5})\times100=-0.3\%$. If all springs soften equally, the ratio is unchanged. This estimate leaves out the anharmonic shift at fixed volume and the thermal broadening of the mode.

For a single zirconium, the choice of three-dimensional lattice and spring type moves the ratio either way, from 1.066 to 1.249 in the models above. All of them lack oxygen, so none of these values is a prediction for hafnia. That would need the crystal's full force constants, including those altered around zirconium. The 1.15 is a sound result for the chain you were given.

## Numbers as computed

```
host mass Hf: 178.5 u
impurity mass Zr: 91.2 u
spring constant (chosen): 100 N/m
cation spacing (rough): 0.36 nm
mass ratio Zr/Hf: 0.5109
mass defect epsilon: 0.4891
host maximum angular frequency: 3.6736e+13 rad/s
host maximum: 195.0 1/cm
local mode: 223.6 1/cm
local mode, converted: 6.70 THz
local quantum: 27.7 meV
ratio from ring diagonalization: 1.14647
ratio from formula: 1.14647
decay factor t: 0.3431
displacement u_1/u_0: -0.3431
displacement u_2/u_0: 0.1177
displacement u_3/u_0: -0.0404
amplitude decay length: 0.337 nm
kinetic energy share of Zr: 65.7 %
elastic energy share of its two bonds: 88.2 %
d ln(w_local)/d ln(K'): 0.4411
modes above band, Hf impurity in Zr chain: 0
ratio, Zr springs +10 %: 1.1965
ratio, Zr springs -10 %: 1.0956
oxygen mass: 16.0 u
cation-oxygen spring: 200 N/m
ratio with explicit oxygen: 1.1303
ratio in scalar simple-cubic lattice: 1.0663
same, periodic cube of 1000 atoms: 1.0663
modes above band for adjacent Zr pair: 1
ratio for adjacent Zr pair: 1.2598
Zr without Zr neighbour at 1 % Zr: 98.0 %
Zr without Zr neighbour at 50 % Zr: 25.0 %
Grueneisen parameter (rough): 1.5
volume expansion (rough): 2.0e-05 1/K
frequency shift, 300 to 400 K (rough): -0.3 %
```
